# Angular and energy distribution of fast-electron losses in a dielectric medium, part 1

(Sections cited here and not found follow in the second part.)

A fast electron passes through matter and loses energy, because the medium it polarizes pulls back on it. The problem is to find how often it loses a given energy while being deflected through a given angle, starting from the work done by that induced field.

Hartree atomic units are used: the electron has charge $-1$ and mass $1$, and $\hbar=1$. The electrostatic equations are in Gaussian form, so a charge density $\rho$ in vacuum obeys $\nabla^2\phi=-4\pi\rho$. The medium is homogeneous, isotropic, unbounded and initially in its ground state. It responds linearly.

## First half: the work done by the induced field

### (a) The induced potential

**Problem.** The electron moves on the straight line $\mathbf r=\mathbf v t$ at constant velocity. The longitudinal dielectric function of the medium is $\varepsilon(q,\omega)$. Neglecting retardation, find the potential that the polarized medium adds to the electron's own.

**Solution.** A straight path at constant velocity is a good starting point if each loss is small compared with the kinetic energy $v^2/2$ and each deflection is small. The charge density is then prescribed:

$$\rho(\mathbf r,t)=-\delta(\mathbf r-\mathbf v t)=-\int\frac{d^3q}{(2\pi)^3}\,e^{i\mathbf q\cdot(\mathbf r-\mathbf v t)} .$$

Fields are written as sums of waves $e^{i\mathbf q\cdot\mathbf r-i\omega t}$. Comparing exponents shows that the component with wavevector $\mathbf q$ has the frequency

$$\omega=\mathbf q\cdot\mathbf v .$$

Wavevector and frequency are therefore tied together by the motion.

Without retardation the electric field is curl-free, $\mathbf E=-\nabla\phi$, or $\mathbf E_{\mathbf q}=-i\mathbf q\,\phi_{\mathbf q}$ for one component. The displacement field $\mathbf D_{\mathbf q}=\varepsilon\mathbf E_{\mathbf q}$ has the external charge as its source, $i\mathbf q\cdot\mathbf D_{\mathbf q}=4\pi\rho_{\mathbf q}$. Inserting one relation in the other gives

$$i\mathbf q\cdot(-i\mathbf q)\,\varepsilon\,\phi_{\mathbf q}=q^2\varepsilon\,\phi_{\mathbf q}=4\pi\rho_{\mathbf q}.$$

With $\rho_{\mathbf q}=-e^{-i\mathbf q\cdot\mathbf v t}$ the total potential is

$$\phi(\mathbf r,t)=-\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2\,\varepsilon(q,\mathbf q\cdot\mathbf v)}\,e^{i\mathbf q\cdot(\mathbf r-\mathbf v t)} .$$

Setting $\varepsilon=1$ gives the electron's own Coulomb potential. What remains after subtracting it comes from the medium:

$$\phi_{\rm ind}(\mathbf r,t)=-\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{q^2}\left[\frac1{\varepsilon(q,\mathbf q\cdot\mathbf v)}-1\right]e^{i\mathbf q\cdot(\mathbf r-\mathbf v t)} .$$

This potential depends on $\mathbf r-\mathbf v t$ alone, so the polarization pattern travels with the electron.

### (b) The power lost

**Problem.** Find the energy the electron loses per unit time, and show which part of the dielectric response is responsible.

**Solution.** A charge $-1$ has potential energy $-\phi_{\rm ind}$, so the force on it is $\mathbf F=+\nabla\phi_{\rm ind}$, taken at $\mathbf r=\mathbf v t$. There the exponential equals one, and the gradient supplies a factor $i\mathbf q$:

$$\mathbf F=-\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi i\,\mathbf q}{q^2}\left[\frac1\varepsilon-1\right].$$

The field does work $\mathbf F\cdot\mathbf v$ on the electron per unit time. The energy lost per unit time is the negative of this:

$$W=-\mathbf F\cdot\mathbf v=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi i\,\omega}{q^2}\left[\frac1{\varepsilon(q,\omega)}-1\right],\qquad \omega=\mathbf q\cdot\mathbf v .$$

A real applied field must produce a real response, which requires $\varepsilon(q,-\omega)=\varepsilon(q,\omega)^*$. The real part of $1/\varepsilon-1$ is therefore even in $\omega$, and its imaginary part is odd.

Reversing $\mathbf q$ reverses $\omega$ and leaves $q^2$ unchanged. The real part multiplied by $\omega$ is then odd under $\mathbf q\to-\mathbf q$ and integrates to zero. For the imaginary part the two factors of $i$ combine, $i\cdot i\,\mathrm{Im}(1/\varepsilon)=\mathrm{Im}(-1/\varepsilon)$, so that

$$W=\int\frac{d^3q}{(2\pi)^3}\,\frac{4\pi\omega}{q^2}\,L(q,\omega),\qquad L(q,\omega)\equiv\mathrm{Im}\left[\frac{-1}{\varepsilon(q,\omega)}\right].$$

The function $L$ is called the loss function. If the integral needs a largest wavevector to converge, the limit must treat $\mathbf q$ and $-\mathbf q$ alike, as any limit on magnitudes does.

Writing $-1/\varepsilon=-\varepsilon^*/|\varepsilon|^2$ gives

$$L=\frac{\mathrm{Im}\,\varepsilon}{|\varepsilon|^2}.$$

Without retardation the loss is tied to absorption: $L$ vanishes where $\mathrm{Im}\,\varepsilon=0$, except at a zero of $\varepsilon$, where it becomes a sharp line as the damping goes to zero. The field that drives the absorption is screened by $1/\varepsilon$. The loss can therefore be large where $\mathrm{Im}\,\varepsilon$ is modest, provided $|\varepsilon|$ is small.

### (c) Resolution in frequency and transverse wavevector

**Problem.** Express the energy lost per unit path as an integral over positive frequencies and over the wavevector $\mathbf q_\perp$ transverse to the path.

**Solution.** Let the path lie along $z$. Then $\omega=q_zv$, which gives

$$q_z=\frac{\omega}{v},\qquad d^3q=d^2q_\perp\,\frac{d\omega}{v},\qquad q^2=q_\perp^2+\frac{\omega^2}{v^2}.$$

The energy lost per unit path is $W/v$. The numerical prefactor is $4\pi/(2\pi)^3=1/(2\pi^2)$, so

$$-\frac{dE}{dz}=\frac1{2\pi^2v^2}\int d^2q_\perp\int_{-\infty}^{\infty}d\omega\,\frac{\omega L(q,\omega)}{q_\perp^2+\omega^2/v^2}.$$

One factor $1/v$ comes from the change of variable and the other from the conversion of time to path. Since $\omega$ and $L$ are both odd in $\omega$, their product is even. The negative frequencies contribute as much as the positive ones, and

$$-\frac{dE}{dz}=\frac1{\pi^2v^2}\int d^2q_\perp\int_0^\infty d\omega\,\frac{\omega L(q,\omega)}{q_\perp^2+\omega^2/v^2}.\tag{1}$$

The term $\omega^2/v^2$ is the square of the wavevector along the path. A field component of frequency $\omega$ cannot have a total wavevector smaller than $\omega/v$, and this keeps the denominator finite at $q_\perp=0$.

### (d) A medium of bound charges

**Problem.** Let the medium contain $n$ electrons per unit volume, each bound with frequency $\omega_0$ and damped at the rate $\Gamma$. Assume that the average field $\mathbf E$ acts on each of them. Find $\varepsilon$ and $L$, and the frequencies near which $\mathrm{Im}\,\varepsilon$ and $L$ are largest.

**Solution.** The displacement $\mathbf u$ of a bound electron obeys $\ddot{\mathbf u}+\Gamma\dot{\mathbf u}+\omega_0^2\mathbf u=-\mathbf E$. The polarization is $\mathbf P=-n\mathbf u$, hence

$$\ddot{\mathbf P}+\Gamma\dot{\mathbf P}+\omega_0^2\mathbf P=n\mathbf E .$$

For the time dependence $e^{-i\omega t}$ this gives $\mathbf P=n\mathbf E/(\omega_0^2-\omega^2-i\Gamma\omega)$. With $\varepsilon\mathbf E=\mathbf E+4\pi\mathbf P$ and $\omega_p^2=4\pi n$,

$$\varepsilon(\omega)=1+\frac{\omega_p^2}{\omega_0^2-\omega^2-i\Gamma\omega}.$$

There is no dependence on $q$ in this model. To invert $\varepsilon$, let $d=\omega_0^2-\omega^2-i\Gamma\omega$. Then $\varepsilon=(d+\omega_p^2)/d$ and $1/\varepsilon=1-\omega_p^2/(d+\omega_p^2)$, so

$$1-\frac1{\varepsilon(\omega)}=G(\omega)\equiv\frac{\omega_p^2}{\Omega^2-\omega^2-i\Gamma\omega},\qquad \Omega^2=\omega_0^2+\omega_p^2 .$$

The imaginary part is the loss function:

$$L(\omega)=\mathrm{Im}\,G(\omega)=\frac{\omega_p^2\,\Gamma\omega}{(\Omega^2-\omega^2)^2+\Gamma^2\omega^2}.$$

$\mathrm{Im}\,\varepsilon$ has the same form with $\omega_0$ in place of $\Omega$. The power absorbed at a given strength of the field in the medium is proportional to $\omega\,\mathrm{Im}\,\varepsilon$ and is largest at the binding frequency $\omega_0$, while the loss is governed by the higher frequency $\Omega$. The attenuation coefficient of a transverse wave, $2\omega\,\mathrm{Im}\sqrt\varepsilon/c$ with $c$ the speed of light, depends on $\mathrm{Re}\,\varepsilon$ as well and need not peak at $\omega_0$; for the values used below its maximum is near 0.33 hartree. The shift of the loss from $\omega_0$ to $\Omega$ arises because a longitudinal displacement of the charges builds up a field $-4\pi\mathbf P$ that adds to the restoring force.

The maximum of $L$ lies slightly below $\Omega$. Setting the derivative of $\omega/[(\Omega^2-\omega^2)^2+\Gamma^2\omega^2]$ to zero gives

$$(\Omega^2-\omega^2)^2+4\omega^2(\Omega^2-\omega^2)-\Gamma^2\omega^2=0 .$$

For weak damping the first term is negligible, and $\omega^2\approx\Omega^2-\Gamma^2/4$. The maximum of $\mathrm{Im}\,\varepsilon$ is likewise near $\omega^2=\omega_0^2-\Gamma^2/4$.

Take the round model values $\omega_p=0.40$, $\omega_0=0.30$ and $\Gamma=0.10$ hartree. Then $\Omega=\sqrt{0.09+0.16}=0.50$ hartree, or 13.6 eV. The computed maxima are at 0.296 hartree for $\mathrm{Im}\,\varepsilon$ and 0.4975 hartree for $L$, in agreement with these estimates.

### (e) The same drag, followed in time

**Problem.** For the medium of part (d), find the drag at one transverse wavevector directly from the motion of the bound charges, without using $\varepsilon$. Compare it with equation (1), and then find the total drag for $q_\perp\le q_c$.

**Solution.** The field of the medium is $\mathbf E_{\rm ind}=-4\pi\mathbf P$, because both sides are curl-free and have the same divergence. The field acting on the charges is $\mathbf E_{\rm ext}+\mathbf E_{\rm ind}$, where $\mathbf E_{\rm ext}$ is the electron's own field. Multiplying the equation for $\mathbf P$ by $-4\pi$ gives

$$\ddot{\mathbf E}_{\rm ind}+\Gamma\dot{\mathbf E}_{\rm ind}+\omega_0^2\mathbf E_{\rm ind}=-\omega_p^2(\mathbf E_{\rm ext}+\mathbf E_{\rm ind}).$$

Moving the last term to the left turns $\omega_0^2$ into $\Omega^2$. The potentials obey the same equation:

$$\ddot\phi_{\rm ind}+\Gamma\dot\phi_{\rm ind}+\Omega^2\phi_{\rm ind}=-\omega_p^2\phi_{\rm ext}.$$

For one transverse wavevector the potential of the electron is

$$\phi_{\rm ext}=-\int_{-\infty}^{\infty}\frac{dq_z}{2\pi}\,\frac{4\pi\,e^{iq_z(z-vt)}}{q_\perp^2+q_z^2}=-\frac{2\pi}{q_\perp}\,e^{-q_\perp|z-vt|}.$$

Consider the plane $z=0$ before the electron arrives there at $t=0$. With $s=q_\perp v$ the drive is $-(2\pi/q_\perp)e^{st}$, and the response is $\phi_{\rm ind}=Ae^{st}$. No free oscillation may be added, since it would grow without limit towards the distant past. Substitution gives

$$A=\frac{2\pi}{q_\perp}\,\frac{\omega_p^2}{s^2+\Gamma s+\Omega^2}.$$

The drive is finite, so $\phi_{\rm ind}$ and its first time derivative are continuous at $t=0$, and the derivative there is $As$. The pattern depends on $t-z/v$, hence $\partial_z=-(1/v)\partial_t$. The contribution to the force is

$$F_z=\partial_z\phi_{\rm ind}=-\frac{As}{v}=-\frac{2\pi\omega_p^2}{s^2+\Gamma s+\Omega^2}.$$

It is negative and so opposes the motion. With the measure $d^2q_\perp/(2\pi)^2$, the energy lost per unit path and per unit $d^2q_\perp$ is

$$\frac{-F_z}{4\pi^2}=\frac{1}{2\pi}\,\frac{\omega_p^2}{q_\perp^2v^2+\Gamma q_\perp v+\Omega^2}.\tag{2}$$

Equation (1) gives for the same quantity $\pi^{-2}\int_0^\infty d\omega\,\omega L/(\omega^2+s^2)$. The poles of $G$ are the roots of $\omega^2+i\Gamma\omega-\Omega^2=0$, which lie in the lower half-plane. Closing the contour in the upper half-plane, where the integrand falls as $\omega^{-3}$, picks up the pole at $\omega=is$:

$$\int_{-\infty}^{\infty}\frac{\omega G(\omega)}{\omega^2+s^2}\,d\omega=2\pi i\,\frac{is\,G(is)}{2is}=i\pi G(is).$$

The imaginary part of the left side is twice the integral of $\omega L/(\omega^2+s^2)$ over positive $\omega$. That integral is therefore $\pi G(is)/2$. Since $G(is)=\omega_p^2/(\Omega^2+s^2+\Gamma s)$, equation (1) reproduces equation (2).

If $q_\perp v\ll\Omega$, the field builds up slowly before the electron arrives, the charges follow it with their static response $G(0)=\omega_p^2/\Omega^2$, and the drag density tends to the constant $\omega_p^2/(2\pi\Omega^2)$. The field along the path still reverses abruptly as the electron passes, which leaves the charges oscillating behind it. If $q_\perp v\gg\Omega$, the charges receive a sudden push. The density becomes $\omega_p^2/(2\pi q_\perp^2v^2)$, in which the binding no longer appears.

For $v=20$ and $q_\perp=0.10$ one has $s=2$, and equation (2) gives $0.16/[2\pi(4+0.2+0.25)]=0.00572$ hartree bohr. Numerical integration of the equation of motion gives the same value.

The total follows by integrating equation (2) with $d^2q_\perp=2\pi q_\perp dq_\perp$. In terms of $x=q_\perp v$,

$$S=\frac{\omega_p^2}{v^2}\int_0^{q_cv}\frac{x\,dx}{x^2+\Gamma x+\Omega^2}.$$

Write $x=\tfrac12(2x+\Gamma)-\tfrac12\Gamma$ in the numerator, and let $\nu=\sqrt{\Omega^2-\Gamma^2/4}$, which is real for $\Gamma<2\Omega$. The first part integrates to a logarithm and the second to an arctangent:

$$S=\frac{\omega_p^2}{v^2}\left[\frac12\ln\frac{x^2+\Gamma x+\Omega^2}{\Omega^2}-\frac{\Gamma}{2\nu}\left(\arctan\frac{x+\Gamma/2}{\nu}-\arctan\frac{\Gamma}{2\nu}\right)\right]_{x=q_cv}.\tag{3}$$

This is the stopping power for the chosen range of wavevectors. For $q_cv\gg\Omega$ it grows logarithmically with $q_c$, because the density in equation (2) falls as $1/q_\perp^2$. In this model the growth never stops, since $\varepsilon$ has no $q$-dependence. If the electrons of the medium respond at large $q$ as free particles at rest, with $\omega\approx q^2/2$, the growth ends. On the prescribed path $q_z=q^2/(2v)$, so $q_\perp^2=q^2-q^4/(4v^2)$, which never exceeds $v^2$. Losses of this size are not small compared with $v^2/2$, so the straight path no longer holds there. With recoil the fast electron gives up $\mathbf q\cdot\mathbf v-q^2/2$, and equating this to $q^2/2$ limits $q$ to $v$ and $q_\perp$ to $v/2$.

## Second half: from work to probability

The electron has speed $v$ along $z$ and loses the energy $\omega>0$. The wavevector $\mathbf q$ has the transverse part $\mathbf q_\perp$ and the part $\omega/v$ along the path, and $L=\mathrm{Im}(-1/\varepsilon)$. The first half found the energy lost per unit path,

$$-\frac{dE}{dz}=\frac1{\pi^2v^2}\int d^2q_\perp\int_0^\infty d\omega\,\frac{\omega L(q,\omega)}{q_\perp^2+\omega^2/v^2}.\tag{1}$$

For bound charges, $\varepsilon=1+\omega_p^2/(\omega_0^2-\omega^2-i\Gamma\omega)$, and the longitudinal resonance is at $\Omega=\sqrt{\omega_0^2+\omega_p^2}$. Equation (3) gave the stopping power $S$ of this medium for $q_\perp\le q_c$.

The mean energy lost per unit path is now known, resolved in frequency and transverse wavevector, and for bound charges the drag followed in time agrees with it. What remains is to find the probability of a single loss and its dependence on scattering angle, to estimate the effects of recoil and retardation, and to work out numbers for a finite aperture.
